\section*{Core Removal in D3, Tkatchenko-Scheffler and VV10 Dispersion Schemes}

\section{The same molecule with twenty fewer electrons}

Replace the ten inner electrons of each atom in NaCl by an effective core potential (ECP). The nuclei stay where they were and the outer density is nearly the same, so the long-range attraction to a distant neighbour should hardly change. A D3 correction indeed returns the same number. A Tkatchenko--Scheffler (TS) coefficient for sodium falls by about a quarter, and the VV10 coefficient of a free sodium atom rises by about a quarter. These changes do not measure the physical polarizability of the core. They arise because TS and VV10 read the electron density, and the density they are given has changed.

Atomic units are used in the algebra; numerical results are in eV and angstrom. The total density is $n=n_c+n_v$, with core and valence parts. For Na and Cl the core is $1s^22s^22p^6$. Three operations are kept apart: deleting $n_c$ from an all-electron density, which leaves $n_v$ untouched; using an ECP, which also replaces $n_v$ by a smoother pseudo-valence density; and restoring the core, which adds frozen free-atom core densities to the pseudo-valence density.

\section{Why D3 does not respond at fixed geometry}

The pairwise D3 energy has the form
\begin{equation}
E_{\rm D3}=-\sum_{A<B}\sum_{m=6,8}s_m
\frac{C_m^{AB}(\mathrm{CN}_A,\mathrm{CN}_B)}{R_{AB}^m}f_m(R_{AB}).
\end{equation}
The coefficients are interpolated from fixed tables labelled by element. The coordination numbers $\mathrm{CN}_A$ are functions of internuclear distances, and the damping functions $f_m$ contain distances and fixed parameters. Hence $E_{\rm D3}=E_{\rm D3}(\{Z_A\},\{\mathbf R_A\})$, and at fixed nuclei and parameters
\begin{equation}
\frac{\delta E_{\rm D3}}{\delta n(\mathbf r)}=0 .
\end{equation}
This follows from the list of arguments and needs no assumption about the size of the core.

There are two practical qualifications. First, if the ECP shifts the equilibrium geometry by $\delta\mathbf R_A$, then to first order $\delta E_{\rm D3}=\sum_A(\partial E_{\rm D3}/\partial\mathbf R_A)\cdot\delta\mathbf R_A$. Secondly, $Z_A$ must be the true atomic number. In the ECP calculation below the reduced charges of Na and Cl are 1 and 7; used as element labels, they would select hydrogen and nitrogen.

Insensitivity is not the same as accuracy. D3 ignores an error in the density, but it also ignores a genuine charge transfer that leaves the geometry unchanged.

\section{Tkatchenko--Scheffler: a ratio that does not quite cancel}

\subsection{Definitions}

TS divides the density with Hirshfeld weights built from spherical free-atom densities $n_A^0$:
\begin{equation}
w_A=\frac{n_A^0}{n^0},\qquad n^0=\sum_B n_B^0 .
\end{equation}
With $r_A=|\mathbf r-\mathbf R_A|$, the effective and free volumes are
\begin{equation}
V_A=\int w_A r_A^3 n\,d\mathbf r,\qquad
F_A=\int r_A^3 n_A^0\,d\mathbf r,\qquad v_A=\frac{V_A}{F_A}.
\end{equation}
The polarizability is scaled as $\alpha_A=v_A\alpha_A^{\rm free}$. Since the like-atom coefficient is quadratic in the polarizability at fixed characteristic frequency,
\begin{equation}
C_6^{AA}=v_A^2\,C_{6,\rm free}^{AA}.
\end{equation}
The free-atom coefficient is a tabulated constant, so core removal enters through $v_A$.

\subsection{Deleting the core with the weights held fixed}

Let $c$ be the $r^3$ moment of the free-atom core and $c'$ the moment of the molecular core density assigned to the same atom. With all-electron weights throughout, $F=F_v+c$ and $V=V_v+c'$. Writing $v_f=V_v/F_v$ for the ratio after deletion,
\begin{align}
v-v_f&=\frac{v_fF_v+c'}{F_v+c}-v_f\nonumber\\
&=\frac{v_fF_v+c'-v_fF_v-v_fc}{F_v+c}
=\frac{c'-c\,v_f}{F_v+c}.\label{eq:fixed}
\end{align}
If the core is transferable and no neighbour's core is assigned to the atom, $c'=c$ and
\begin{equation}
v-v_f=\frac{c(1-v_f)}{F_v+c}.\label{eq:law}
\end{equation}
The factor $r^3$ makes $c$ small compared with $F_v$ when the core is compact. The factor $1-v_f$ explains why that is not sufficient: a core is a fixed addition to numerator and denominator, and it cancels only if the valence volume has not changed. An atom that has lost most of its valence shell is the unfavourable case.

\subsection{Deleting the core from the weights too}

In an ordinary valence-only calculation the weights also come from valence densities. To see the consequence, write $n=n^0+D$, where $D$ is the deformation density. Because $w_An^0=n_A^0$,
\begin{equation}
V_A=\int r_A^3n_A^0\,d\mathbf r+\int w_Ar_A^3D\,d\mathbf r
=F_A+\int w_Ar_A^3D\,d\mathbf r .
\end{equation}
Therefore
\begin{equation}
1-v_A=-\frac{1}{F_A}\int w_Ar_A^3D\,d\mathbf r .\label{eq:def}
\end{equation}
If the cores are frozen, they occur equally in $n$ and $n^0$ and drop out of $D$. The valence-only ratio $v_{A,v}$ then obeys the same equation with the same $D$, but with $F_{A,v}$ and valence weights $w_{A,v}$. If the two sets of weights also agree where $r_A^3D$ is appreciable, division gives
\begin{equation}
1-v_A\simeq\frac{F_{A,v}}{F_A}(1-v_{A,v}).\label{eq:consistent}
\end{equation}
This has the same algebraic form as Eq.~\eqref{eq:law}, but it refers to consistently valence-only weights. For $D=0$, a superposition of free atoms, both ratios are one whatever the core size. Equation~\eqref{eq:consistent} fails if the core relaxes appreciably or if $D$ is large where core removal changes the partition.

\subsection{Mixing references}

A different error arises when an ECP numerator is divided by an all-electron free volume. For the same numerator,
\begin{equation}
v_{\rm mixed}=\frac{V_{\rm ECP}}{F_{\rm all}}
=v_{\rm ECP}\frac{F_{\rm ECP}}{F_{\rm all}} .
\end{equation}
This error survives even for an undeformed atom, where a consistent ratio would be one.

\section{Hirshfeld ratios in NaCl}

The example is NaCl at a chosen distance of 2.40~angstrom. The densities come from Hartree--Fock theory, restricted for the molecule and unrestricted for the spherical free atoms, with fractional $p$ occupation for Cl. The basis consists of uncontracted def2-TZVP functions through $d$, with added diffuse $s$ and $p$ functions. The ECPs are the ten-electron-core LANL2DZ potentials. Hartree--Fock is used because these potentials were constructed for it; a change of density functional is thus not mixed with core removal. Correlation and relativity are absent from the all-electron reference, and the basis is finite. The dispersion formulas are evaluated on these densities without feedback on the orbitals.

\begin{center}
\begin{tabular}{lcc}
\hline
Density and reference & $v_{\rm Na}$ & $v_{\rm Cl}$\\
\hline
All-electron & 0.340 & 1.128\\
Core deleted, all-electron weights & 0.296 & 1.105\\
Core deleted everywhere & 0.295 & 1.125\\
ECP, ECP reference & 0.292 & 1.128\\
ECP, all-electron reference & 0.279 & 1.099\\
ECP, core restored everywhere & 0.337 & 1.132\\
\hline
\end{tabular}
\end{center}

For sodium the free volume is $18.474$~angstrom$^3$, of which the core supplies only $1.179$~angstrom$^3$, or 6.4\%. Equation~\eqref{eq:law} predicts
\begin{equation}
v_{\rm Na}=\frac{0.2961\times17.296+1.179}{18.474}=0.341,
\end{equation}
against $0.340$ from direct integration. A test required the error of this prediction to be less than half the core effect; it is far smaller. The consistent form, Eq.~\eqref{eq:consistent}, does equally well:
\begin{equation}
1-\frac{17.296}{18.474}(1-0.2950)=0.340 .
\end{equation}

Squaring the ratios turns a modest shift into a considerable one. The all-electron TS factor for Na is $0.1158$. Consistent core deletion gives $0.0870$, a decrease of 25\% relative to the all-electron factor; the ECP gives $0.0855$, a decrease of 26\%. The mixed reference gives $0.2793^2=0.0780$, a decrease of 33\%. With the core restored the factor is $0.1135$, about 2\% below the all-electron result. The third digit of the ratios depends on the basis: adding a second diffuse $s$ and $p$ function, a diffuse $d$ function and $f$ functions raises the Na ratios by about $0.004$ and lowers the Cl ratios by $0.003$ to $0.004$, while the percentage changes move by one point or less.

Chlorine shows a different balance. Its free core moment is $0.151$~angstrom$^3$, but the core moment assigned to Cl in the molecule is $0.402$~angstrom$^3$. The excess is consistent with a small Hirshfeld share of the sodium core, weighted by the cube of its large distance from Cl. Equation~\eqref{eq:fixed} gives
\begin{equation}
v-v_f=\frac{0.402-0.151\times1.105}{10.127}=0.023,
\end{equation}
which is the difference between the first two entries for Cl. The transferable-core law would give $-0.002$, with the wrong sign, because it omits this excess. When the weights lose their cores too, most of the shift disappears: the ratio returns to $1.125$. The remaining difference $v-v_v$ is only $0.003$, but Eq.~\eqref{eq:consistent} would give $-0.002$, so it too has the wrong sign for Cl.

The ECP ratio for Cl agrees with the all-electron ratio to within $0.001$, closer than the core-restored value. This is a cancellation: consistent deletion lowers the ratio by $0.003$, and replacing the valence density by the pseudo-valence density raises it by nearly as much. Restoring the core removes the first error and leaves the second, which is then slightly larger, $0.004$.

\section{VV10: the local frequency changes as well}

\subsection{From the kernel to a coefficient}

The VV10 nonlocal energy is
\begin{equation}
E_{\rm nl}=\int n(\mathbf r)\left[\beta+\frac12\int
\Phi(\mathbf r,\mathbf r')n(\mathbf r')\,d\mathbf r'\right]d\mathbf r,
\end{equation}
where $\beta$ is a constant and
\begin{equation}
\Phi=-\frac{3}{2gg'(g+g')},\qquad g=\omega_0R^2+\kappa,\qquad R=|\mathbf r-\mathbf r'|.
\end{equation}
Here $g'$ uses $\omega_0$ and $\kappa$ at $\mathbf r'$. The quantity $\kappa$ depends on the local density, and
\begin{equation}
\omega_0^2=C\left|\frac{\nabla n}{n}\right|^4+\frac{4\pi n}{3},
\qquad C=0.0093 .\label{eq:omega}
\end{equation}

For two distant fragments, each cross pair occurs twice in the double integral, which cancels the prefactor $1/2$. As $R\to\infty$, $g\to\omega_0R^2$, so the three factors in the denominator supply $R^6$. Comparing with $-C_6/R^6$ gives
\begin{equation}
C_6=\frac32\iint
\frac{n(\mathbf r)n(\mathbf r')}{\omega_0\omega_0'(\omega_0+\omega_0')}
\,d\mathbf r\,d\mathbf r' .\label{eq:double}
\end{equation}
For two positive frequencies $a\ne b$, partial fractions yield
\begin{align}
\int_0^\infty\!\frac{du}{(a^2+u^2)(b^2+u^2)}
&=\frac{1}{b^2-a^2}\left(\frac{\pi}{2a}-\frac{\pi}{2b}\right)
=\frac{\pi}{2ab(a+b)},
\end{align}
and $a=b$ follows by continuity. Inserting this in Eq.~\eqref{eq:double} for like fragments gives
\begin{equation}
C_6=\frac3\pi\int_0^\infty\alpha(iu)^2du,\qquad
\alpha(iu)=\int\frac{n}{\omega_0^2+u^2}\,d\mathbf r .\label{eq:cp}
\end{equation}
This $\alpha$ is the polarizability implied by the VV10 model. For two all-electron Na atoms, Eq.~\eqref{eq:cp} gives $C_6=464.7$~eV~angstrom$^6$. Direct summation of the full kernel at a separation of 264.6~angstrom gives $464.8$ in the same unit.

\subsection{Two opposing effects in free sodium}

Since the gradient term in Eq.~\eqref{eq:omega} is nonnegative,
\begin{equation}
\frac{n}{\omega_0^2}\le\frac{3}{4\pi}.\label{eq:bound}
\end{equation}
However dense a core is, its static contribution is limited by its volume. Deleting it at fixed $\omega_0$ must lower $\alpha(0)$. But $\omega_0$ is then recalculated from $n_v$. Its density term falls, while its gradient term can rise or fall, so the net sign must be computed.

For Na, the all-electron static polarizability is $15.40$~angstrom$^3$. Keeping the all-electron $\omega_0$ but using $n_v$ in the numerator gives $14.87$, a loss of $0.53$. Recomputing $\omega_0$ from $n_v$ gives $17.11$, a gain of $2.24$. The net change is an increase of $1.71$~angstrom$^3$: removing electrons has made the model atom more polarizable. Only the difference is meaningful here. The static values themselves are sensitive to the thin tail discussed below: one more diffuse $s$ and $p$ function raises both the all-electron and the core-deleted value to over $80$~angstrom$^3$, yet their difference stays near $1.6$~angstrom$^3$ and $C_6$ changes by 1\%. The remaining valence density no longer has the high local frequency that the core imposed on it.

The change is local. The core share of the density falls below 0.2\% at a radius of about 2.1~angstrom, and only 0.6\% of the integrated absolute change in $n/\omega_0^2$ lies beyond it. A test required less than 15\%.

This also separates VV10 from TS. For a free atom, a consistent TS ratio is one with or without a core. VV10 has no free-atom reference in which the core could cancel.

\subsection{Size and sign of the change}

The following changes in $C_6$ are relative to the all-electron value for the same system:
\begin{center}
\begin{tabular}{lccc}
\hline
System & Core deleted & ECP & Core restored\\
\hline
Na & $+17\%$ & $+25\%$ & $+3.7\%$\\
Cl & $-3.5\%$ & $-1.4\%$ & $-2.2\%$\\
NaCl & $-21\%$ & $-20\%$ & $-1.5\%$\\
\hline
\end{tabular}
\end{center}
The all-electron coefficients are $464.7$, $61.9$ and $142.3$~eV~angstrom$^6$. The last describes two NaCl molecules at large separation. A more diffuse basis shifts the Na and NaCl coefficients by about 1\% and the relative changes by less than half a percentage point. The reference is the all-electron VV10 model, not the real system: for free Na the accepted $C_6$ is about $930$~eV~angstrom$^6$, twice the model value, so core removal happens to move VV10 towards it, and restoration recovers the model rather than the true coefficient.

The sign reverses between free Na and NaCl, so no universal correction factor can represent core removal. One contribution to a decrease is the loss of the core electrons themselves. At fixed $\omega_0$, deleting $n_c$ lowers $\alpha(iu)$ at every $u$, because the integrand in Eq.~\eqref{eq:cp} is positive. The loss is plainest when $u$ is much larger than all relevant local frequencies, where
\begin{equation}
\alpha(iu)\to\frac{1}{u^2}\int n\,d\mathbf r=\frac{N}{u^2}.
\end{equation}
Core removal reduces $N$ from 28 to 8 in NaCl. Frequencies this high contribute almost nothing to $C_6$; what counts is the smaller loss at lower $u$. That this loss outweighs the lowering of $\omega_0$ once sodium has given up much of its valence density is a plausible explanation of the reversal, but the two effects were not separated for the molecule.

For free Na, the core-restored and all-electron densities contain the same core. The remaining $3.7\%$ therefore comes from the difference between the pseudo-valence and all-electron valence densities. For free Cl, restoration slightly worsens the agreement. Replacing the valence density by the pseudo-valence density raises $C_6$ when the core is absent, which partly cancels the effect of deletion, but lowers it when the core is present.

\subsection{A warning about the static molecular value}

The output also lists a static VV10 polarizability for NaCl: $7.67$~angstrom$^3$ from the all-electron density, $7.59$ after core deletion, $5.00$ with the ECP and $5.11$ after core restoration. It is tempting to read this as an ECP error of about a third. It is not one: these numbers are not converged with respect to the integration grid or the basis; with a more diffuse basis and a finer quadrature all four lie between $3.6$ and $4.1$~angstrom$^3$. An appreciable part of each comes from the extremely thin density far behind the sodium atom. The $C_6$ coefficients are much less sensitive to the grid.

A thin region can contribute appreciably to $\alpha(0)$ only if its $\omega_0$ is small too, which requires a small relative gradient $|\nabla n/n|$. Equation~\eqref{eq:bound} sets the upper limit: a volume $\Omega$ contributes at most $3\Omega/4\pi$, however small $n$ is. Let such a region have polarizability $\alpha_s$ and frequency $\omega_s$, and represent the rest by $\alpha_m$ and $\omega_m$. With $N_i=\alpha_i\omega_i^2$, the two cross terms in Eq.~\eqref{eq:double} give
\begin{equation}
\Delta C_6=\frac{3N_sN_m}{\omega_s\omega_m(\omega_s+\omega_m)}
=3\alpha_s\alpha_m\frac{\omega_s\omega_m}{\omega_s+\omega_m}
\longrightarrow0\quad(\omega_s\to0).
\end{equation}
The region's interaction with its own copy, $\tfrac34\alpha_s^2\omega_s$, also vanishes. Thin regions with a small relative gradient can thus alter $\alpha(0)$ strongly and $C_6$ weakly. An atom-centred grid samples the far tail sparsely, and a Gaussian basis does not describe its decay correctly. The static molecular value should therefore not be used to judge an ECP.

\section{What to do in practice}

For D3, pass true atomic numbers and compare core treatments at the same geometry before attributing a difference to dispersion.

For TS, use one convention in the molecular density, the weights and the free volumes. Consistency removes the mixed-reference error, but not the response in Eq.~\eqref{eq:consistent}. For an atom that has lost much of its valence density, the quantity to inspect is $c(1-v_v)/F$, compared with $v$ itself, since
\begin{equation}
\frac{\delta C_6}{C_6}\simeq\frac{2\,\delta v}{v}
\end{equation}
for small changes. A core holding a few per cent of the free volume can matter when $v$ is small, as it does for sodium in NaCl. Adding frozen cores to all three ingredients is then the appropriate repair.

For VV10, add the core density and its gradient before evaluating $\omega_0$ and $\kappa$. Adding a separate core energy afterwards is insufficient, because the functional is nonlinear:
\begin{equation}
E_{\rm nl}[n_v+n_c]\ne E_{\rm nl}[n_v]+E_{\rm nl}[n_c]
\end{equation}
in general. In a self-consistent calculation, the potential is $v_{\rm nl}=\delta E_{\rm nl}/\delta n$ evaluated at $n_v+n_c$. The frozen core moves with its nucleus, which adds the force
\begin{equation}
\mathbf F_A^{\rm core}=-\int v_{\rm nl}(\mathbf r)
\frac{\partial n_c(\mathbf r)}{\partial\mathbf R_A}\,d\mathbf r .
\end{equation}
Energy differences must use the same core convention on both sides; otherwise even the term $\beta N$ fails to cancel.

The same rules apply to a valence density sampled in quantum Monte Carlo: better correlation among the valence electrons does not supply the missing core. Restoration has a limit too. It cannot repair errors in the pseudo-valence density or describe core relaxation, and the chlorine results show that it need not improve every number. The main values quoted here, apart from the convergence estimates and the reference value for Na, can be checked against the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
NaCl distance: 2.40 angstrom; basis functions: 117
VV10 parameters: C = 0.0093, b = 5.9 (dimensionless)
Electrons integrated on molecular grid: 28.00000
True Z of Na, Cl: [11, 17]; reduced charges with ECP: [1, 7]
Na highest level, all-electron / ECP: -4.956 / -4.913 eV
Na free volume, all / valence / core: 18.4743 / 17.2958 / 1.1785 angstrom^3
Na free volume, ECP: 17.6492 angstrom^3
Na core moment in NaCl, all-electron weights: 1.1652 angstrom^3
Na Hirshfeld volume in NaCl, all-electron: 6.2866 angstrom^3
Na ratio, all-electron: 0.3403
Na ratio, core deleted, all-electron weights: 0.2961
Na ratio, core deleted everywhere: 0.2950
Na ratio, ECP with ECP reference: 0.2924
Na ratio, ECP over all-electron reference: 0.2793
Na ratio, ECP with core restored: 0.3369
Na TS C6 factor, all / core deleted / ECP / restored: 0.1158 / 0.0870 / 0.0855 / 0.1135
Cl highest level, all-electron / ECP: -14.879 / -15.019 eV
Cl free volume, all / valence / core: 10.1274 / 9.9761 / 0.1513 angstrom^3
Cl free volume, ECP: 9.8706 angstrom^3
Cl core moment in NaCl, all-electron weights: 0.4020 angstrom^3
Cl Hirshfeld volume in NaCl, all-electron: 11.4276 angstrom^3
Cl ratio, all-electron: 1.1284
Cl ratio, core deleted, all-electron weights: 1.1052
Cl ratio, core deleted everywhere: 1.1251
Cl ratio, ECP with ECP reference: 1.1277
Cl ratio, ECP over all-electron reference: 1.0991
Cl ratio, ECP with core restored: 1.1323
Cl TS C6 factor, all / core deleted / ECP / restored: 1.2733 / 1.2659 / 1.2718 / 1.2821
Na ratio predicted by transferable-core law: 0.3410
Na VV10 alpha, all / core deleted / ECP / restored: 15.4002 / 17.1116 / 17.7223 / 15.7800 angstrom^3
Na VV10 C6, all / core deleted / ECP / restored: 464.662 / 544.919 / 579.022 / 481.954 eV angstrom^6
Na VV10 C6 change, core deleted / ECP / restored: 17.27 / 24.61 / 3.72 percent
Cl VV10 alpha, all / core deleted / ECP / restored: 2.1907 / 2.1783 / 2.1817 / 2.1532 angstrom^3
Cl VV10 C6, all / core deleted / ECP / restored: 61.916 / 59.750 / 61.041 / 60.576 eV angstrom^6
Cl VV10 C6 change, core deleted / ECP / restored: -3.50 / -1.41 / -2.16 percent
NaCl VV10 alpha, all / core deleted / ECP / restored: 7.6736 / 7.5870 / 5.0012 / 5.1052 angstrom^3
NaCl VV10 C6, all / core deleted / ECP / restored: 142.341 / 112.071 / 114.509 / 140.187 eV angstrom^6
NaCl VV10 C6 change, core deleted / ECP / restored: -21.27 / -19.55 / -1.51 percent
Na C6 from full kernel at 264.6 angstrom: 464.795 eV angstrom^6
Na VV10 alpha, valence density with all-electron omega0: 14.8720 angstrom^3
Na radius where core share falls below 0.2 percent: 2.135 angstrom
Share of absolute alpha change outside it: 0.64 percent
\end{verbatim}
